\section*{Resistivity of a two-current ferromagnet with two kinds of impurity}

\section*{Problem}

A ferromagnetic metal contains a single magnetic domain. Its current is carried by electrons of majority spin (up, $\uparrow$) and minority spin (down, $\downarrow$). The resistivity $\rho_s$ of channel $s$ is defined by $E=\rho_s j_s$, where $E$ is the electric field and $j_s$ the current density carried by that channel alone. The host has negligible resistivity of its own, and at first no momentum passes between the channels.

Impurity A, at a given concentration, produces channel resistivities $(a_\uparrow,a_\downarrow)=(1,9)\ \mu\Omega\,$cm. Impurity B, at its own given concentration, produces $(b_\uparrow,b_\downarrow)=(9,1)\ \mu\Omega\,$cm. Impurities scatter independently of one another.

\begin{enumerate}
\item[(a)] Find the total resistivity with A alone, with B alone, and with both present at their full concentrations in one well-mixed sample. What changes if half of each is used?
\item[(b)] For arbitrary channel resistivities, find the excess $\Delta=\rho_{AB}-\rho_A-\rho_B$ and the condition for it to vanish.
\item[(c)] Explain the sign of $\Delta$ from the Joule heat.
\item[(d)] Can $\rho_{AB}$ be predicted from $\rho_A$ and $\rho_B$ alone?
\item[(e)] Now let collisions transfer momentum between the channels. How does the excess change?
\item[(f)] Estimate what remains of the effect at 300 K and in a 20 nm film, and judge the other approximations.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Add within a channel, then combine the channels}

The first question is whether the resistivities of A and B may be added inside one channel. Take a spherical Fermi surface, and let $u$ be the cosine of the angle between an electron's velocity and the field. The field produces a deviation $g(u)$ from equilibrium that is odd in $u$. Let an impurity scatter at rate $r$, with a probability proportional to $1+c\cos\theta$, where $\theta$ is the scattering angle and $c$ a constant. Averaged over azimuth, $\cos\theta$ becomes $uu'$. For $g=u$, the rate of loss minus the rate of return is
\begin{equation}
ru-\frac r2\int_{-1}^{1}(1+c\,uu')\,u'\,du'
=ru-\frac r2\,c\,u\,\frac23
=r\left(1-\frac c3\right)u .
\end{equation}
The result is again proportional to $u$, whatever the value of $c$. Two impurities with different $c$ therefore leave the same form $g\propto u$, and their transport rates $r(1-c/3)$ add. Since a channel's resistivity is proportional to its transport rate,
\begin{equation}
\rho_\uparrow=a_\uparrow+b_\uparrow,\qquad
\rho_\downarrow=a_\downarrow+b_\downarrow .
\label{eq:add}
\end{equation}
Part (f) returns to impurities that leave different forms of $g(u)$, for which this addition is approximate.

Both channels feel the same field, so they conduct in parallel:
\begin{equation}
j=j_\uparrow+j_\downarrow
=E\left(\frac1{\rho_\uparrow}+\frac1{\rho_\downarrow}\right)
\quad\Longrightarrow\quad
\rho=\frac Ej=\frac{\rho_\uparrow\rho_\downarrow}{\rho_\uparrow+\rho_\downarrow}.
\label{eq:par}
\end{equation}
The fraction of the current carried by spin up is
\begin{equation}
x=\frac{j_\uparrow}{j}=\frac{\rho}{\rho_\uparrow}
=\frac{\rho_\downarrow}{\rho_\uparrow+\rho_\downarrow}.
\label{eq:share}
\end{equation}

With A alone,
\begin{equation}
\rho_A=\frac{1\times9}{1+9}=0.9\ \mu\Omega\,\mathrm{cm},\qquad x_A=\frac9{10}=0.9 .
\end{equation}
B is the mirror image: $\rho_B=0.9\ \mu\Omega\,$cm and $x_B=0.1$. With both present, Eq.~\eqref{eq:add} gives $(1+9,\,9+1)=(10,10)\ \mu\Omega\,$cm, and
\begin{equation}
\rho_{AB}=\frac{10\times10}{10+10}=5\ \mu\Omega\,\mathrm{cm},\qquad x_{AB}=0.5 .
\end{equation}
The sum of the two separate totals is 1.8 $\mu\Omega\,$cm, so the excess is 3.2 $\mu\Omega\,$cm. Each impurity alone leaves one channel that conducts well, and that channel carries nine tenths of the current. Together they leave no such channel.

The comparison holds the amount of each impurity fixed. If half of each is used, the channel resistivities are $(0.5+4.5,\,4.5+0.5)=(5,5)$ and the total is 2.5 $\mu\Omega\,$cm. The two half-amounts separately would give 0.45 each, or 0.9 in sum. The ratio of the true value to the sum is the same as before, because all resistivities have been scaled by one factor.

\subsection*{(b) The excess in general}

Write $S_A=a_\uparrow+a_\downarrow$ and $S_B=b_\uparrow+b_\downarrow$. From Eqs.~\eqref{eq:add} and \eqref{eq:par},
\begin{equation}
\Delta=\frac{(a_\uparrow+b_\uparrow)(a_\downarrow+b_\downarrow)}{S_A+S_B}
-\frac{a_\uparrow a_\downarrow}{S_A}-\frac{b_\uparrow b_\downarrow}{S_B}
=\frac{N}{S_AS_B(S_A+S_B)} .
\end{equation}
The numerator over the common denominator is
\begin{align}
N&=S_AS_B(a_\uparrow a_\downarrow+a_\uparrow b_\downarrow+b_\uparrow a_\downarrow+b_\uparrow b_\downarrow)\nonumber\\
&\quad-a_\uparrow a_\downarrow(S_AS_B+S_B^2)-b_\uparrow b_\downarrow(S_A^2+S_AS_B)\nonumber\\
&=S_AS_B(p+q)-a_\uparrow a_\downarrow S_B^2-b_\uparrow b_\downarrow S_A^2 ,
\end{align}
with $p=a_\uparrow b_\downarrow$ and $q=a_\downarrow b_\uparrow$. The terms in $a_\uparrow a_\downarrow S_AS_B$ and $b_\uparrow b_\downarrow S_AS_B$ have cancelled. Next, $S_AS_B=a_\uparrow b_\uparrow+a_\downarrow b_\downarrow+p+q$, so the first term is $(p+q)^2$ plus
\begin{equation}
(a_\uparrow b_\uparrow+a_\downarrow b_\downarrow)(p+q)
=a_\uparrow^2b_\uparrow b_\downarrow+a_\uparrow a_\downarrow b_\uparrow^2
+a_\uparrow a_\downarrow b_\downarrow^2+a_\downarrow^2b_\uparrow b_\downarrow .
\end{equation}
The two subtracted terms are
\begin{align}
a_\uparrow a_\downarrow S_B^2&=a_\uparrow a_\downarrow b_\uparrow^2+a_\uparrow a_\downarrow b_\downarrow^2+2pq,\\
b_\uparrow b_\downarrow S_A^2&=a_\uparrow^2b_\uparrow b_\downarrow+a_\downarrow^2b_\uparrow b_\downarrow+2pq,
\end{align}
because $a_\uparrow a_\downarrow b_\uparrow b_\downarrow=pq$. Subtracting them cancels the four terms of the previous expansion and takes away a further $4pq$, which leaves $N=(p+q)^2-4pq=(p-q)^2$. Hence
\begin{equation}
\Delta=\frac{(a_\uparrow b_\downarrow-a_\downarrow b_\uparrow)^2}
{(a_\uparrow+a_\downarrow)(b_\uparrow+b_\downarrow)(a_\uparrow+a_\downarrow+b_\uparrow+b_\downarrow)} .
\label{eq:delta}
\end{equation}
For positive channel resistivities, $\Delta\ge0$. It vanishes when $a_\downarrow/a_\uparrow=b_\downarrow/b_\uparrow$, and in no other case. What matters is a difference between the two spin asymmetries: two strongly asymmetric impurities with the same ratio have additive totals. In the present case
\begin{equation}
\Delta=\frac{(1\times1-9\times9)^2}{10\times10\times20}=\frac{6400}{2000}=3.2\ \mu\Omega\,\mathrm{cm},
\end{equation}
in agreement with (a).

\subsection*{(c) The Joule heat}

Fix the total current density $j$ and let a fraction $x$ flow in the up channel. The heat produced per unit volume, divided by $j^2$, is
\begin{equation}
h(x)=x^2\rho_\uparrow+(1-x)^2\rho_\downarrow .
\end{equation}
Setting $h'(x)=2x\rho_\uparrow-2(1-x)\rho_\downarrow$ to zero gives $x=\rho_\downarrow/(\rho_\uparrow+\rho_\downarrow)$, the actual share of Eq.~\eqref{eq:share}. Since $h''=2(\rho_\uparrow+\rho_\downarrow)>0$, this is a minimum, and its value is
\begin{equation}
h_{\min}=\frac{\rho_\downarrow^2\rho_\uparrow+\rho_\uparrow^2\rho_\downarrow}{(\rho_\uparrow+\rho_\downarrow)^2}
=\frac{\rho_\uparrow\rho_\downarrow}{\rho_\uparrow+\rho_\downarrow}=\rho .
\end{equation}
The resistivity is thus the least heat that any division of the current allows. By Eq.~\eqref{eq:add} the heat function of the mixture is $h_A(x)+h_B(x)$, with one common $x$. The minimum of a sum cannot lie below the sum of the separate minima, so $\rho_{AB}\ge\rho_A+\rho_B$. Equality requires both functions to have their minimum at the same $x$, which is the condition of equal ratios found in (b).

At $x=0.9$, the best division for A, impurity A costs 0.9 $\mu\Omega\,$cm but B costs $0.81\times9+0.01\times1=7.3\ \mu\Omega\,$cm. The compromise $x=0.5$ costs $0.25\times(1+9)=2.5\ \mu\Omega\,$cm for each, and 5 in all.

\subsection*{(d) Totals do not determine the mixture}

Let two mirror-image impurities have the same total $R$ and channel ratio $\alpha$. The channels of one are $(l,\alpha l)$, those of the other $(\alpha l,l)$. Equation~\eqref{eq:par} gives $R=\alpha l/(1+\alpha)$, so $l=R(1+\alpha)/\alpha$. In the mixture each channel has resistivity $l(1+\alpha)$, and two equal channels in parallel give half of that:
\begin{equation}
\rho_{AB}=\frac{R(1+\alpha)^2}{2\alpha}=\frac R2\left(\alpha+2+\frac1\alpha\right).
\end{equation}
With $R=0.9\ \mu\Omega\,$cm held fixed, $\alpha=1$, 3, 9 and 30 give 1.8, 2.4, 5.0 and 14.4 $\mu\Omega\,$cm. The answer to (d) is no. Without mixing and without host resistivity the sum of the totals is a lower bound, and there is no upper bound, since $\rho_{AB}$ grows as $R\alpha/2$ for large $\alpha$. A calculation for an alloy must therefore keep the two channel resistivities of each impurity until all scattering has been added.

\subsection*{(e) Momentum transfer between the channels}

Suppose that collisions exchange momentum between up and down electrons while conserving its sum, and let the two channels have equal carrier densities. The faster-drifting channel is then slowed and the other is dragged along by an equal and opposite force, proportional to $j_\uparrow-j_\downarrow$. With a mixing resistivity $\rho_m$,
\begin{align}
E&=\rho_\uparrow j_\uparrow+\rho_m(j_\uparrow-j_\downarrow)=(\rho_\uparrow+\rho_m)j_\uparrow-\rho_mj_\downarrow,\\
E&=\rho_\downarrow j_\downarrow+\rho_m(j_\downarrow-j_\uparrow)=-\rho_mj_\uparrow+(\rho_\downarrow+\rho_m)j_\downarrow .
\end{align}
The determinant of this pair is
\begin{equation}
D=(\rho_\uparrow+\rho_m)(\rho_\downarrow+\rho_m)-\rho_m^2
=\rho_\uparrow\rho_\downarrow+\rho_m(\rho_\uparrow+\rho_\downarrow).
\end{equation}
Cramer's rule gives $j_\uparrow=E(\rho_\downarrow+2\rho_m)/D$ and $j_\downarrow=E(\rho_\uparrow+2\rho_m)/D$. Adding them,
\begin{equation}
\rho=\frac{\rho_\uparrow\rho_\downarrow+\rho_m(\rho_\uparrow+\rho_\downarrow)}{\rho_\uparrow+\rho_\downarrow+4\rho_m}.
\label{eq:mix}
\end{equation}
For $\rho_m=0$ this is Eq.~\eqref{eq:par}. For $\rho_m\to\infty$ it tends to $(\rho_\uparrow+\rho_\downarrow)/4$, which is linear in the channel resistivities, so totals then add.

For the given impurities, with $\rho_m$ in $\mu\Omega\,$cm,
\begin{equation}
\rho_A=\rho_B=\frac{9+10\rho_m}{10+4\rho_m},\qquad
\rho_{AB}=\frac{100+20\rho_m}{20+4\rho_m}=5 .
\end{equation}
The mixture does not respond to mixing, because its two channels carry equal currents and exert no net drag on each other. The excess is
\begin{equation}
\Delta=5-\frac{18+20\rho_m}{10+4\rho_m}
=\frac{50+20\rho_m-18-20\rho_m}{10+4\rho_m}
=\frac{3.2}{1+0.4\rho_m}.
\end{equation}
It is halved at $\rho_m=2.5\ \mu\Omega\,$cm. At $\rho_m=10$ each single alloy has reached 2.18 and the excess is 0.64 $\mu\Omega\,$cm. Strong mixing restores additivity by raising the parts from 0.9 towards 2.5; the whole stays at 5.

With mixing the excess is no longer always positive. The heat function gains a term $\rho_m(2x-1)^2$, which appears once in the mixture but twice in the sum $\rho_A+\rho_B$, so the argument of (c) fails. For two equal portions of A at $\rho_m=10$, the channels $(2,18)$ give $236/60=3.93$ against $2\times2.18=4.36\ \mu\Omega\,$cm, an excess of $-0.43$.

\subsection*{(f) Temperature, size and the remaining approximations}

\paragraph{Use at 300 K.} Take rough values of 10 $\mu\Omega\,$cm for the lattice resistivity of each channel and 10 $\mu\Omega\,$cm for $\rho_m$. The pure host, with A, and with both impurities has by Eq.~\eqref{eq:mix}
\begin{equation}
\frac{100+200}{20+40}=5,\qquad
\frac{11\times19+300}{30+40}=7.27,\qquad
\frac{400+400}{40+40}=10\ \mu\Omega\,\mathrm{cm}.
\end{equation}
A alone raises the resistivity by 2.27, B does the same, and both together raise it by 5. The excess of the rises is $5-2\times2.271=0.46\ \mu\Omega\,$cm, about one seventh of its value without lattice and mixing.

Each cause acts by itself as well. Lattice scattering without mixing leaves an excess of 1.07, and mixing without lattice scattering leaves 0.64 $\mu\Omega\,$cm. A lattice resistivity that is equal in both channels works by evening them out. With equal lattice resistivity $L$ in both and $\rho_m=0$, the rise due to A is
\begin{equation}
\frac{(L+1)(L+9)}{2L+10}-\frac L2=\frac{5L+9}{2L+10},
\end{equation}
which goes from 0.9 at $L=0$ to 2.5 at large $L$, where the current divides equally and the cost of A is the $h_A(0.5)$ of part (c).

\paragraph{A 20 nm film.} Let the surfaces scatter diffusely without flipping spins, let the impurities scatter equally in all directions ($c=0$), and leave out both lattice scattering and mixing, as at low temperature. Grain boundaries, which can add much resistance in real films, are left out too. Now let $u$ be the cosine of the angle to the film normal, $d$ the thickness and $\lambda$ the mean free path of a channel. At distance $z$ from the surface it left, an electron has regained a fraction $1-e^{-z/(\lambda u)}$ of its bulk response. Directions count for the in-plane current with weight $\tfrac32(1-u^2)$ on $0<u<1$. Averaging over $z$ from 0 to $d$ gives
\begin{equation}
\frac{\sigma_{\rm film}}{\sigma_{\rm bulk}}
=1-\frac{3}{2\kappa}\int_0^1(u-u^3)\left(1-e^{-\kappa/u}\right)du,\qquad \kappa=\frac d\lambda .
\end{equation}
For free electrons of density $n=5\times10^{22}\ \mathrm{cm^{-3}}$ per channel, $\lambda=\hbar k_F/(ne^2\rho_s)$ with $k_F=(6\pi^2n)^{1/3}$. This gives 118 nm at 1 $\mu\Omega\,$cm, 13.1 nm at 9 and 11.8 nm at 10. Applying the factor to each channel and combining them in parallel gives 2.64 $\mu\Omega\,$cm with A and 6.32 with both impurities. The ratio of the two falls from 5.56 in bulk to 2.39. The reference without any mismatch of asymmetries falls as well, because the surfaces are present only once: doubling A, with channels $(2,18)$, gives 3.77 $\mu\Omega\,$cm, a ratio of 1.43 instead of 2. Measured against this reference, the mismatch raises the resistivity by a factor of about 1.7 in the film, compared with 2.78 in bulk. The good channel of A, with a mean free path six times the thickness, loses most from the surfaces.

\paragraph{Angular shape.} Equation~\eqref{eq:add} required both impurities to leave the same $g(u)$. Let the rates instead vary with direction as $1\pm\frac12P_2(u)$, plus for A and minus for B, where $P_2(u)=(3u^2-1)/2$ and $u$ is again measured from the field. Each is scaled to keep its channel resistivities when alone. The mixture then has 5.08 instead of 5 $\mu\Omega\,$cm, a rise of 1.6\,\%. Directions within one channel conduct in parallel just as the spins do, so the argument of (c) applies to them too.

\paragraph{Magnetic field and neighbours.} In a rough internal field of 0.6 T, an electron in the 1 $\mu\Omega\,$cm channel turns by 0.0075 rad between collisions. For free electrons the orbital magnetoresistance is smaller than the square of this angle, $6\times10^{-5}$, and negligible here. Independent scattering is less secure. At 1 at.\% of each impurity, placed at random in a lattice with 12 nearest neighbours, a fraction $1-0.98^{12}=22\,\%$ of the impurities touch another one. A weak scatterer such as cobalt in nickel needs several at.\% to reach 9 $\mu\Omega\,$cm, and at 4.5 at.\% in total the fraction is 42\,\%. How far this shifts the resistivity has not been estimated, nor has the effect of spin--orbit coupling.

\paragraph{Comparison with real alloys.} The numbers are round model parameters, not fitted to a particular alloy. Their size is that of dilute nickel alloys at liquid-helium temperature, but the concentration needed to reach it differs widely from one impurity element to another. Iron or cobalt in nickel scatters mainly minority electrons, as A does, with ratios of order ten that differ considerably between measurements. Chromium scatters mainly majority electrons, as B does, but a factor of a few is more typical than nine, so the example lies on the strong side. The model host at 300 K has 5 $\mu\Omega\,$cm, against roughly 7 for real nickel. At 300 K lattice scattering and mixing cannot be neglected: with the rough inputs above, including them lowers the excess from 3.2 to about 0.5 $\mu\Omega\,$cm. In this model, adding the contributions of A and B measured one at a time at 300 K would fall short by about a tenth of the 5 $\mu\Omega\,$cm rise. This figure depends on the host and on the pair. An asymmetric lattice part such as $(6.7,27)\ \mu\Omega\,$cm with $\rho_m=11$, which gives a host of 7.1, leaves an excess of 0.33. Two equal portions of A in the symmetric host give a negative excess, $-0.34\ \mu\Omega\,$cm. Adding residual resistivities measured at low temperature would give 1.8 in place of 5.

\section*{Values computed for the example and the checks}
\begin{verbatim}
A channels (up, down): 1.0, 9.0 uOhm cm
B channels (up, down): 9.0, 1.0 uOhm cm
A alone: 0.900 uOhm cm, up share 0.900
B alone: 0.900 uOhm cm, up share 0.100
A and B together: 5.000 uOhm cm, up share 0.500
Sum of single totals: 1.800 uOhm cm
Excess: 3.200 uOhm cm
Half of A with half of B: 2.500 uOhm cm
Heat of A at up share 0.9: 0.900 uOhm cm
Heat of B at up share 0.9: 7.300 uOhm cm
Heat of A at up share 0.5: 2.500 uOhm cm
Heat of B at up share 0.5: 2.500 uOhm cm
Mirror pairs, each alone 0.9 uOhm cm:
  channel ratio 1: together 1.800 uOhm cm
  channel ratio 3: together 2.400 uOhm cm
  channel ratio 9: together 5.000 uOhm cm
  channel ratio 30: together 14.415 uOhm cm
Spin mixing; A alone; together; excess (all uOhm cm):
  0; 0.900; 5.000; 3.200
  1; 1.357; 5.000; 2.286
  10; 2.180; 5.000; 0.640
  100; 2.461; 5.000; 0.078
Mixing that halves the excess: 2.500 uOhm cm
300 K rough inputs: lattice 10 per channel, mixing 10 uOhm cm
300 K host alone: 5.000 uOhm cm
300 K rise from A: 2.271 uOhm cm
300 K rise from A and B: 5.000 uOhm cm
300 K excess, lattice only: 1.067 uOhm cm
300 K excess, mixing only: 0.640 uOhm cm
300 K excess, both: 0.457 uOhm cm
Together, unlike angular shapes (P2 weights +0.5, -0.5): 5.082 uOhm cm
Electron density per channel: 5.0e+22 cm^-3
Mean free path at 1 uOhm cm: 118 nm
Mean free path at 9 uOhm cm: 13.1 nm
Mean free path at 10 uOhm cm: 11.8 nm
20 nm film, A alone: 2.64 uOhm cm
20 nm film, A and B: 6.32 uOhm cm
Ratio together/A alone: bulk 5.56, film 2.39
Cyclotron angle per free time at 0.6 T, 1 uOhm cm: 0.0075 rad
Its square (size of magnetoresistance): 5.6e-05
Impurities with an impurity neighbour at 2 at.% total: 22 %
\end{verbatim}
